# Druyvesteyn and Maxwellian electron tails above the argon ionisation threshold

## Problem

In an argon plasma used for plasma-enhanced atomic layer deposition, ionisation from the ground state needs electrons above the threshold $I=15.76$ eV. Their number depends on the shape of the energy distribution as well as on its mean. Consider two isotropic electron populations with the same density and the same mean energy $W=4.5$ eV. Let $g(\varepsilon)\,d\varepsilon$ be the fraction of electrons with kinetic energy between $\varepsilon$ and $\varepsilon+d\varepsilon$. The two forms are

$$g_M=\frac{2}{\sqrt\pi}\,T^{-3/2}\sqrt\varepsilon\,e^{-\varepsilon/T},\qquad
g_D=\frac{2b^{3/4}}{\Gamma(3/4)}\sqrt\varepsilon\,e^{-b\varepsilon^2},$$

the Maxwellian and the Druyvesteyn distribution. The temperature $T$ is in eV, $b$ is in eV$^{-2}$, and $\Gamma$ is the gamma function. Let $P_M$ and $P_D$ be the fractions above $I$.

Show that $P_M/P_D>20$. Then find the ratio itself, how far it depends on the mean energy, and what it implies for a real argon discharge.

### Where the two forms come from

Let electrons of mass $m$ and speed $v$ collide elastically, at frequency $\nu$, with cold atoms of mass $M\gg m$. Scattering is isotropic and a uniform field $E$ acts. Between collisions an electron gains or loses energy $eE\,\Delta z$ according to its displacement along the force. Since the displacements diffuse with coefficient $v^2/(3\nu)$, the energy diffuses with coefficient $(eE)^2v^2/(3\nu)$. Recoil of the atoms removes energy at the mean rate $(2m/M)\nu\varepsilon$.

Write $g=\sqrt\varepsilon\,f$, where $\sqrt\varepsilon$ is proportional to the density of states. Motion in the field preserves phase-space volume, so a uniform $f$ gives no diffusive flux: diffusion follows the gradient of $f$, not of $g$. In a steady state without sources or inelastic collisions, the net flux in energy vanishes:

$$-\sqrt\varepsilon\,\frac{(eE)^2v^2}{3\nu}\frac{df}{d\varepsilon}-\frac{2m}{M}\nu\varepsilon\sqrt\varepsilon\,f=0 .$$

Dividing by $f$ and using $\varepsilon/v^2=m/2$ gives

$$\frac{d\ln f}{d\varepsilon}=-\frac{3m^2\nu^2}{M(eE)^2}.$$

If $\nu$ is constant, the slope is constant and $f$ is Maxwellian with $T=M(eE)^2/(3m^2\nu^2)$. If instead the mean free path $\lambda$ is constant, then $\nu^2=v^2/\lambda^2=2\varepsilon/(m\lambda^2)$. The slope becomes $-6m\varepsilon/[M(eE\lambda)^2]$, and integration gives the Druyvesteyn form with

$$b=\frac{3m}{M(eE\lambda)^2}.$$

The difference has a simple cause within this model. At constant path, fast electrons collide more often, which both increases their recoil loss and weakens their heating by the field.

## First estimate by scaling

The exponents are so sensitive that $T$ and $b$ must be fixed properly, even for an estimate. For the Maxwellian,

$$W=\frac{\int_0^\infty\varepsilon^{3/2}e^{-\varepsilon/T}d\varepsilon}{\int_0^\infty\varepsilon^{1/2}e^{-\varepsilon/T}d\varepsilon}
=T\,\frac{\Gamma(5/2)}{\Gamma(3/2)}=\frac32T .$$

For the Druyvesteyn form put $t=b\varepsilon^2$, so that $d\varepsilon=\tfrac12b^{-1/2}t^{-1/2}dt$ and

$$\int_0^\infty\varepsilon^p e^{-b\varepsilon^2}d\varepsilon=\tfrac12\,b^{-(p+1)/2}\,\Gamma\!\left(\tfrac{p+1}{2}\right).$$

The ratio of the integrals with $p=3/2$ and $p=1/2$ is

$$W=b^{-1/2}\frac{\Gamma(5/4)}{\Gamma(3/4)},\qquad
b=\frac{\kappa}{W^2},\qquad
\kappa=\left[\frac{\Gamma(5/4)}{\Gamma(3/4)}\right]^2=\left(\frac{0.906402}{1.225417}\right)^2=0.5471 .$$

Hence $T=3$ eV and $b=0.02702$ eV$^{-2}$. The exponents at threshold are

$$x=\frac IT=5.253,\qquad y=bI^2=6.711 .$$

A tail fraction scales as its exponential at threshold times the energy width over which that exponential falls, divided by $W$. For the Maxwellian the width is $T=3$ eV. For the Druyvesteyn form it is the inverse of the local slope $2bI$, or $1.17$ eV. Thus

$$P_M\sim e^{-x}\frac TW=5.23\times10^{-3}\times\frac{3}{4.5}=3.5\times10^{-3},$$

$$P_D\sim e^{-y}\frac{1}{2bIW}=1.218\times10^{-3}\times\frac{1.17}{4.5}=3.2\times10^{-4}.$$

The estimated ratio is about 11. It comes from a factor $e^{y-x}=4.29$ in the exponentials and a factor $2.55$ in the widths. The estimate gives the direction and the order of magnitude, but it ignores normalisation and cannot decide whether the ratio exceeds 20.

## Exact solution

### Maxwellian tail

With $s=\varepsilon/T$,

$$P_M=\frac2{\sqrt\pi}\int_x^\infty\sqrt s\,e^{-s}ds .$$

Integrate by parts, differentiating $\sqrt s$:

$$\int_x^\infty\sqrt s\,e^{-s}ds=\sqrt x\,e^{-x}+\frac12\int_x^\infty s^{-1/2}e^{-s}ds .$$

In the last integral put $s=q^2$, so that $\tfrac12s^{-1/2}ds=dq$. It becomes $\int_{\sqrt x}^\infty e^{-q^2}dq=(\sqrt\pi/2)\,\mathrm{erfc}\sqrt x$. Therefore

$$P_M=\frac2{\sqrt\pi}\sqrt x\,e^{-x}+\mathrm{erfc}\sqrt x .$$

### Druyvesteyn tail

The substitution $t=b\varepsilon^2$ turns $\sqrt\varepsilon\,d\varepsilon$ into $\tfrac12b^{-3/4}t^{-1/4}dt$. The powers of $b$ cancel against the normalisation, leaving

$$P_D=\frac1{\Gamma(3/4)}\int_y^\infty t^{-1/4}e^{-t}dt .$$

### Proof of the inequality

The complementary error function is positive, so dropping it lowers $P_M$:

$$P_M>\frac2{\sqrt\pi}\sqrt x\,e^{-x}
=1.1284\times2.2920\times5.230\times10^{-3}=1.353\times10^{-2}.$$

In the integral for $P_D$, $t^{-1/4}<y^{-1/4}$ wherever $t>y$. Replacing the power by its value at the lower limit raises the integral:

$$P_D<\frac{y^{-1/4}e^{-y}}{\Gamma(3/4)}
=\frac{0.6213\times1.2179\times10^{-3}}{1.2254}=6.175\times10^{-4}.$$

Dividing a lower bound on the numerator by an upper bound on the denominator gives

$$\frac{P_M}{P_D}>\frac{1.353\times10^{-2}}{6.175\times10^{-4}}=21.9>20,$$

which proves the claim.

### The ratio itself

Here $\mathrm{erfc}\sqrt x=1.19\times10^{-3}$, so $P_M=1.472\times10^{-2}$. For $P_D$ a second bound follows by integrating by parts:

$$\int_y^\infty t^{-1/4}e^{-t}dt=y^{-1/4}e^{-y}-\frac14\int_y^\infty t^{-5/4}e^{-t}dt
>y^{-1/4}e^{-y}\left(1-\frac1{4y}\right).$$

The inequality uses $t^{-5/4}<y^{-5/4}$. Since $1/(4y)=0.037$, $P_D$ lies between $5.95\times10^{-4}$ and $6.18\times10^{-4}$. Numerical evaluation of the integral gives $P_D=5.98\times10^{-4}$, and

$$\frac{P_M}{P_D}=\frac{1.472\times10^{-2}}{5.98\times10^{-4}}=24.6 .$$

About 1.5% of the Maxwellian electrons lie above threshold, against 0.06% of the Druyvesteyn electrons.

### Other mean energies

Let $r=I/W$. Then $x=3r/2$ and $y=\kappa r^2$. The quotient of the two bounds used in the proof is

$$R_0(r)=\frac{2\,\Gamma(3/4)}{\sqrt\pi}\sqrt x\,y^{1/4}e^{y-x}
=1.456\,r\,e^{0.5471r^2-1.5r}.$$

It is a lower bound on $P_M/P_D$ for every $r>0$. Its logarithmic slope is

$$\frac{d\ln R_0}{dr}=\frac1r+2\kappa r-\frac32 .$$

The sum of the first two terms is at least $2\sqrt{2\kappa}=2.09$, so the slope is positive everywhere. Lowering the mean energy raises $r$ and hence the bound. The ratio therefore exceeds 20 for every mean energy at or below 4.5 eV.

Above 4.5 eV the margin is small. At $r=3.502$, $d\ln R_0/d\ln r=1+2y-x=9.2$, so a 1% rise in $W$ lowers $R_0$ by about 9%. Solving the full expression numerically puts the ratio at 20 when $W=4.61$ eV, only 2.4% above the given mean.

For a low enough threshold the order of the two populations is reversed. The densities cross at 2.64 and 9.70 eV, with the Druyvesteyn density larger between these energies. Because both distributions are normalised, a deficit below 2.64 eV means an excess above it. For any threshold up to 2.64 eV, the Druyvesteyn form thus has more electrons above threshold. The excess persists up to a threshold of 6.25 eV, where the two fractions are equal; above it the Maxwellian fraction is the larger.

## Comparison of the estimate and the solution

The estimate of 11 is low by a factor of 2.2, which can be traced in two parts. First, the prefactors of $\sqrt\varepsilon$ in $g_M$ and $g_D$ are 0.2172 and 0.1088 eV$^{-3/2}$, a ratio of 2.00. The estimate took them as equal. Including them gives $4.29\times2.55\times2.00=21.9$, which is $R_0$.

Second, the estimate treated each tail as a pure exponential with the threshold value of $\sqrt\varepsilon$. Restoring the error function raises $P_M$ by 8.8% relative to its lower bound. The exact Druyvesteyn integral is 3.2% below its upper bound. Together these corrections raise 21.9 to 24.6.

### From populations to ionisation rates

An ionisation rate weights each electron by its speed and by the cross-section. Near threshold, take a cross-section proportional to $\varepsilon-I$, and extend this law over the whole tail as a simple model. With $\varepsilon=I+u$, the Maxwellian integral is

$$\int_I^\infty\varepsilon(\varepsilon-I)e^{-\varepsilon/T}d\varepsilon
=e^{-x}\int_0^\infty(I+u)u\,e^{-u/T}du=e^{-x}T^2(I+2T).$$

For the Druyvesteyn form, $\varepsilon e^{-b\varepsilon^2}$ is the derivative of $-e^{-b\varepsilon^2}/(2b)$. Integration by parts gives

$$\int_I^\infty\varepsilon(\varepsilon-I)e^{-b\varepsilon^2}d\varepsilon
=\frac1{2b}\int_I^\infty e^{-b\varepsilon^2}d\varepsilon
=\frac{\sqrt\pi}{4b^{3/2}}\,\mathrm{erfc}\sqrt y .$$

Multiplying by the respective prefactors and dividing gives a rate ratio of 82. It exceeds the population ratio because the weight favours electrons well above threshold, where the Druyvesteyn form falls fastest.

## A real argon discharge

Take a capacitively coupled deposition plasma with rough typical values: 1 Torr, 400 K, electron density $10^9$ cm$^{-3}$ and drive frequency 13.56 MHz. The mean energy is kept at 4.5 eV. The constant elastic cross-section is set to $10^{-15}$ cm$^2$. The gas density is then $2.41\times10^{16}$ cm$^{-3}$ and $\lambda=414$ µm. The expression for $b$ requires $eE\lambda=0.0390$ eV, or an effective field of 0.94 V/cm. In real argon the elastic cross-section varies strongly with energy; the effect of that variation is not calculated here.

**Inelastic collisions** are the largest correction among those estimated below. Argon atoms can be excited by electrons above about 11.55 eV, and the Druyvesteyn derivation omits this loss. To size it, let every inelastic collision remove $\Delta=11.55$ eV. Let its cross-section be a fraction $s$ of the elastic one above that energy and zero below. With $F=eE\lambda$, the balance of energy flux and collisions becomes

$$\frac{d}{d\varepsilon}\left[\frac{F^2}{3}\varepsilon\frac{df}{d\varepsilon}+\frac{2m}{M}\varepsilon^2f\right]
=\varepsilon s(\varepsilon)f(\varepsilon)-(\varepsilon+\Delta)s(\varepsilon+\Delta)f(\varepsilon+\Delta).$$

The right side removes electrons at $\varepsilon$ and returns those arriving from $\varepsilon+\Delta$. The equation was solved by finite volumes, with cells of 0.05 eV up to 40 eV, adjusting $F$ to hold the mean at 4.5 eV. For the rough values $s=1\%$ and $3\%$, the fraction above 15.76 eV is about $1.4\times10^{-5}$ in both cases. This is about 43 times below the ideal Druyvesteyn value and about 1000 times below the Maxwellian.

These factors belong to the assumed jump of the cross-section at threshold. If it instead rises linearly from zero at 11.55 eV, by 0.1% of the elastic value per eV, the same equation at the same mean energy gives a fraction of about $10^{-6}$. At 0.3% per eV it gives about $5\times10^{-8}$. The factors also depend steeply on the assumed mean energy. For the 1% step the fraction is $1\times10^{-6}$ at 4.4 eV, $7\times10^{-5}$ at 4.6 eV and $5\times10^{-4}$ at 4.8 eV, where it is only about 3 times below the ideal Druyvesteyn value. Without recoil and in a weak field, $f\propto\ln(\Delta/\varepsilon)$ below $\Delta$, so the mean cannot fall below $0.36\Delta=4.16$ eV; 4.5 eV lies close to this floor. The model thus shows the direction of the correction at this mean energy, but not its size in real argon.

For the step-shaped cross-section, the near-independence of $s$ follows from the equation. Inelastic collisions take 90% and 97% of the power in the two cases. If the remaining recoil term is neglected, dividing by the plateau value of $s$ leaves only the combination $F^2/s$. Fixing the mean then fixes $F^2/s$ and the whole distribution. This recoil-free limit has $F^2/s=1.375$ eV$^2$ and a fraction of $1.40\times10^{-5}$. The computed values of $F$, 0.1213 and 0.2052 eV, give $F^2/s=1.47$ and $1.40$ eV$^2$, close to it. Without recoil these two values would give fractions about 20% apart; the remaining recoil offsets the difference. For smaller $s$ the independence is lost: the fraction is $1.9\times10^{-5}$ at 0.3% and $5\times10^{-5}$ at 0.1%. The linear cross-section obeys the same scaling, but the two cases above are still far from their recoil-free limit of about $3\times10^{-10}$.

**Electron-electron collisions** drive the distribution towards a Maxwellian. A fast electron moving through slower ones loses energy at about $n_ee^4\ln\Lambda/(4\pi\epsilon_0^2mv)$, where $n_e$ is the electron density and $\ln\Lambda=14.7$ here. The elastic loss rate is $(2m/M)\nu\varepsilon$. Their ratio is 0.14 at 4.5 eV. Since it varies as $\varepsilon^{-2}$ at constant path, it is 0.012 at threshold. The losses at the mean energy become equal near $7\times10^9$ cm$^{-3}$. In denser plasmas the bulk would therefore depart from the Druyvesteyn form even without inelastic loss, which itself already changes the bulk at lower density. This is an order-of-magnitude criterion, because an electron at the mean energy is not fast compared with the others. It does not show that the tail becomes Maxwellian: there, inelastic loss is much stronger than elastic recoil.

**Gas temperature** matters much less than inelastic loss. Warm atoms return some energy, which adds $k_BT_g=0.034$ eV to the local temperature $-(d\ln f/d\varepsilon)^{-1}$. Recalculating the elastic model at 400 K, again with fixed mean energy, raises the Druyvesteyn tail to $6.4\times10^{-4}$ and lowers the ratio from 24.6 to 23.1.

**The radio-frequency field** enters the elastic model through its root-mean-square value. The angular frequency is 0.028 of the collision frequency at the mean energy, so the drift follows the field. It is about 1000 times the elastic energy-relaxation rate, so the elastic distribution does not follow each cycle. With inelastic loss the tail responds faster. At threshold the collision frequency is $\sqrt{15.76/4.5}=1.87$ times larger, and for the step-shaped cross-section the inelastic frequency is 1 to 3% of it. The angular frequency is then 0.5 to 1.5 times the inelastic frequency, and the tail may vary within a cycle.

The factor of 24.6 therefore compares two ideal shapes at one fixed mean energy. For this discharge, replacing a Maxwellian by a Druyvesteyn distribution moves the tail in the direction given by the inelastic model, but at a mean energy of 4.5 eV leaves it far too large by that model's measure. The estimates also assume a uniform field, which a real discharge between electrodes does not have; the elastic energy-relaxation length $\lambda\sqrt{M/6m}$ is 4.6 cm here, comparable to an electrode gap of a few centimetres, so the bulk of the distribution need not follow the local field. A prediction of the ionisation rate needs at least the energy-dependent cross-sections, the gas mixture and the variation of the field in both space and time.
